\section*{Becke-Johnson damping of the D3 pair energy: both distance limits, part 2}

Two neutral, isotropic atoms A and B are a distance $R$ apart. The question is whether their two-body D3 dispersion energy, a correction added to a density functional, is finite at $R=0$ and has the correct $R^{-6}$ tail. Atomic units are used (energy $E_{\mathrm h}$, length bohr); retardation and three-body terms are left out. With Becke-Johnson damping,
\begin{equation}
E(R)=-\frac{s_6C_6}{R^6+f^6}-\frac{s_8C_8}{R^8+f^8},
\label{eq:bj}
\end{equation}
where $f=a_1R_0+a_2>0$ and $R_0=\sqrt{C_8/C_6}$. The coefficients $C_6,C_8$ are positive and at first independent of $R$. The functional fixes $s_6>0$, $s_8\ge0$, $a_1$ and $a_2$. D3 sets $C_8=3C_6\sqrt{Q_AQ_B}$, with fixed atomic parameters $Q_A,Q_B$.

The first derivation used bounds on the damped energy to show
\begin{align}
E(0)&=-\frac{s_6C_6}{f^6}-\frac{s_8C_8}{f^8},
\label{eq:zero}\\
\lim_{R\to\infty}R^6E(R)&=-s_6C_6 .
\label{eq:inf}
\end{align}
With $Q(R)=-R^6E(R)/(s_6C_6)$, the long-range bounds are
\begin{equation}
-\left(\frac fR\right)^6\le Q(R)-1\le\frac{s_8R_0^2}{s_6R^2}.
\label{eq:bound}
\end{equation}

The dipole operators $\mathbf d^A,\mathbf d^B$ are coupled, with $z$ along the line joining the atoms, by
\begin{equation}
V=\frac{\mathbf d^A\!\cdot\mathbf d^B-3d^A_zd^B_z}{R^3}
=\frac1{R^3}\sum_{i=x,y,z}t_i\,d^A_id^B_i,
\label{eq:V}
\end{equation}
where $(t_x,t_y,t_z)=(1,1,-2)$. Second-order perturbation theory gave the true coefficient from the polarizabilities $\alpha_A,\alpha_B$ at imaginary frequency $iu$:
\begin{equation}
C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du .
\label{eq:cp}
\end{equation}
For positive $a,b$,
\begin{align}
\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}
&=\frac1{b^2-a^2}\left(\frac\pi{2a}-\frac\pi{2b}\right)\nonumber\\
&=\frac{\pi}{2ab(a+b)} ,
\label{eq:integral}
\end{align}
with $a=b$ by continuity.

The model pair is two identical atoms with static polarizability $\alpha=20$ bohr$^3$, excitation frequency $\omega=0.5\,E_{\mathrm h}$ and $Q_A=Q_B=12$ bohr$^2$. It has $C_6=150\,E_{\mathrm h}\,$bohr$^6$, $C_8=5400\,E_{\mathrm h}\,$bohr$^8$, $R_0=6$ bohr, $s_6=1$, $s_8=0.8$, $a_1=0.4$, $a_2=4.6$ bohr and $f=7$ bohr.

The second derivation now obtains the long-range coefficient from coupled oscillators and both limits from power series.

\subsection{The correct coefficient from coupled oscillators}

Represent each atom by an isotropic Drude oscillator: a charge $q$ of mass $\mu$ bound harmonically with frequency $\omega$ to a fixed opposite charge. In a static field $F$ the displacement is $qF/(\mu\omega^2)$, so the polarizability is $\alpha=q^2/(\mu\omega^2)$. With the mass-weighted coordinate $\xi_i=\sqrt\mu\,x_i$, the dipole is
\begin{equation}
d_i=qx_i=\frac{q}{\sqrt\mu}\,\xi_i=\omega\sqrt\alpha\,\xi_i .
\end{equation}
Let $p_{Ai}$ and $p_{Bi}$ be the momenta conjugate to $\xi_{Ai}$ and $\xi_{Bi}$. The dipole coupling \eqref{eq:V} leaves the three directions independent. For direction $i$ the Hamiltonian is
\begin{align}
H_i={}&\tfrac12\left(p_{Ai}^2+p_{Bi}^2
+\omega_A^2\xi_{Ai}^2+\omega_B^2\xi_{Bi}^2\right)\nonumber\\
&+g_i\,\xi_{Ai}\xi_{Bi},\qquad
g_i=\frac{t_i\,\omega_A\omega_B\sqrt{\alpha_A\alpha_B}}{R^3},
\end{align}
with $(t_x,t_y,t_z)=(1,1,-2)$ as before. The squared normal frequencies $\lambda_{i\pm}$ are the eigenvalues of
\begin{equation}
\begin{pmatrix}\omega_A^2&g_i\\ g_i&\omega_B^2\end{pmatrix}.
\end{equation}
Their sum is the trace $\omega_A^2+\omega_B^2$, and their product is the determinant $\omega_A^2\omega_B^2-g_i^2$.

The zero-point energy needs only the sum of the two frequencies, $\Sigma_i=\sqrt{\lambda_{i+}}+\sqrt{\lambda_{i-}}$. Squaring it and using the trace and determinant gives
\begin{equation}
\Sigma_i^2=\omega_A^2+\omega_B^2+2\omega_A\omega_B\sqrt{1-h_i},
\qquad h_i=\frac{t_i^2\alpha_A\alpha_B}{R^6}.
\label{eq:sigma}
\end{equation}
This holds for every separation at which the modes are stable. The largest $h_i$ is $4\alpha_A\alpha_B/R^6$, so stability requires $R^3>2\sqrt{\alpha_A\alpha_B}$. Closer in, at least one squared frequency is negative and the point-dipole model has no ground state. The failure at short range is thus a property of the point dipoles, even when their coupling is treated without perturbation theory.

At large $R$, $h_i$ is small and $\sqrt{1-h_i}=1-h_i/2+O(h_i^2)$. With $\Omega=\omega_A+\omega_B$,
\begin{equation}
\Sigma_i^2=\Omega^2-\omega_A\omega_Bh_i+O(h_i^2),
\end{equation}
and taking the square root gives
\begin{equation}
\Sigma_i=\Omega-\frac{\omega_A\omega_B}{2\Omega}h_i+O(h_i^2).
\end{equation}
The interaction energy is half the change of the frequency sum over the three directions:
\begin{align}
E_{\mathrm{osc}}&=\frac12\sum_i(\Sigma_i-\Omega)
=-\frac{\omega_A\omega_B}{4\Omega}\sum_ih_i+O(R^{-12})\nonumber\\
&=-\frac32\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}\,
\frac{\alpha_A\alpha_B}{R^6}+O(R^{-12}),
\label{eq:osc}
\end{align}
where $\sum_it_i^2=6$ was used. The negative sign has a direct meaning: the coupling lowers the zero-point energy of the joint motion.

The first derivation gives the same coefficient. Insert $\alpha(iu)=\alpha\omega^2/(\omega^2+u^2)$ for each oscillator in Eq.~\eqref{eq:cp} and use Eq.~\eqref{eq:integral}:
\begin{align}
C_6&=\frac3\pi\,\alpha_A\alpha_B\omega_A^2\omega_B^2\,
\frac{\pi}{2\omega_A\omega_B(\omega_A+\omega_B)}\nonumber\\
&=\frac32\,\alpha_A\alpha_B\frac{\omega_A\omega_B}{\omega_A+\omega_B}.
\end{align}
A numerical test with two unequal oscillators, of polarizabilities 20 and 9 bohr$^3$ and frequencies 0.5 and 0.8 $E_{\mathrm h}$, compared the integral with a full diagonalization at large separation. Both gave $83.08\,E_{\mathrm h}\,$bohr$^6$.

\subsection{The series around zero separation}

For $R<f$, take $f^n$ out of each denominator and expand the remainder as a geometric series:
\begin{equation}
\frac1{R^n+f^n}=\frac1{f^n}\sum_{k=0}^\infty(-1)^k
\left(\frac Rf\right)^{nk}.
\end{equation}
Substitution in Eq.~\eqref{eq:bj} gives
\begin{align}
E(R)={}&-\frac{s_6C_6}{f^6}-\frac{s_8C_8}{f^8}
+\frac{s_6C_6}{f^{12}}R^6\nonumber\\
&+\frac{s_8C_8}{f^{16}}R^8+O(R^{12}).
\label{eq:near}
\end{align}
The constant is Eq.~\eqref{eq:zero}. No negative power of $R$ is present, which is the finiteness statement in the language of series. The first power that does appear is the sixth, so the well is very flat at its bottom.

For the model pair at $R=4$ bohr, the $R^6$ term adds $150(4^6)/7^{12}\,E_{\mathrm h}=0.044$ m$E_{\mathrm h}$. The $R^8$ term adds $4320(4^8)/7^{16}\,E_{\mathrm h}=0.009$ m$E_{\mathrm h}$, where $4320=s_8C_8$. The sum with $E(0)=-2.024$ m$E_{\mathrm h}$ is $-1.971$ m$E_{\mathrm h}$, against the full value $-1.973$ m$E_{\mathrm h}$.

\subsection{The series around infinite separation}

For $R>f$ the roles are exchanged. Now $R^n$ is taken out:
\begin{equation}
\frac1{R^n+f^n}=\frac1{R^n}\sum_{k=0}^\infty(-1)^k
\left(\frac fR\right)^{nk},
\end{equation}
and the energy becomes
\begin{align}
E(R)={}&-\frac{s_6C_6}{R^6}-\frac{s_8C_8}{R^8}
+\frac{s_6C_6f^6}{R^{12}}\nonumber\\
&+\frac{s_8C_8f^8}{R^{16}}+O(R^{-18}).
\label{eq:far}
\end{align}
The leading term is Eq.~\eqref{eq:inf}. The damping radius first enters at $R^{-12}$, so damping changes neither of the two multipole terms present in the model. The parameter $s_8$ does change one of them: for $s_8\ne1$ the $R^{-8}$ term is not the one that belongs to $C_8$. This is why the claim of a correct asymptote is confined to the leading term.

At $R=20$ bohr the first two terms give $-0.0025125$ m$E_{\mathrm h}$, and the $R^{-12}$ term adds $150(7^6)/20^{12}\,E_{\mathrm h}=0.0000043$ m$E_{\mathrm h}$. The result, $-0.0025082$ m$E_{\mathrm h}$, agrees with the full damped energy to the digits shown. The coefficients of both series were also tested against values extracted numerically from Eq.~\eqref{eq:bj}, for parameters with $s_6$ and $s_8$ different from one.

The $R^{-12}$ term should not be read as physics. For identical oscillators put $\tau_i=\alpha t_i/R^3$. The normal frequencies are $\omega\sqrt{1\pm\tau_i}$, and
\begin{equation}
\sqrt{1+\tau}+\sqrt{1-\tau}-2
=-\frac{\tau^2}4-\frac{5\tau^4}{64}+O(\tau^6).
\end{equation}
Multiply the fourth-order term by $\omega/2$ and sum over directions with $\sum_it_i^4=18$. The result is $-(45/64)\,\omega\alpha^4/R^{12}$, which is attractive, whereas the damping term in Eq.~\eqref{eq:far} is repulsive. Damping is an interpolation between two limits, and its approach to the far limit is not derived from the coupled motion.

Numerically, the damped energy divided by the energy of the dipole-coupled oscillators is 1.00000029 at $10^4$ bohr. The excess is the $C_8$ term, which the dipole model lacks: $s_8R_0^2/R^2=0.8(36)/10^8=2.9\times10^{-7}$. This distance tests the limit within the nonretarded model and is not a physical prediction.

\subsection{Coefficients that depend on the geometry}

In D3 the coefficient $C_6$ depends on the coordination numbers $N_A$ and $N_B$, and these change with $R$. It is a weighted average of reference values $C_6^{ij}$, which belong to reference coordination numbers $N_i$ and $N_j$:
\begin{equation}
C_6=\frac{\sum_{ij}C_6^{ij}L_{ij}}{\sum_{ij}L_{ij}},\quad
L_{ij}=e^{-k_3[(N_A-N_i)^2+(N_B-N_j)^2]} .
\end{equation}
The weights are positive, so $C_6$ lies between the smallest and the largest reference value. Because $C_8=3C_6\sqrt{Q_AQ_B}$, the ratio $R_0^2=3\sqrt{Q_AQ_B}$ does not depend on the geometry, and neither does $f$. The energy factorizes:
\begin{equation}
E(R)=-C_6(R)\left[\frac{s_6}{R^6+f^6}
+\frac{s_8R_0^2}{R^8+f^8}\right].
\label{eq:var}
\end{equation}
A bounded factor multiplies a bounded bracket, so the energy stays finite. Its steady rise with $R$ is no longer guaranteed, since $C_6(R)$ may vary in either direction.

For an isolated pair, with $S$ the sum of the covalent radii, both coordination numbers are
\begin{equation}
N(R)=\frac1{1+\exp[-k_1(k_2S/R-1)]} .
\end{equation}
As $R\to0$, $1-N$ is smaller than $e^{k_1}e^{-k_1k_2S/R}$, which vanishes faster than any power of $R$. The contact energy is therefore Eq.~\eqref{eq:zero} with $C_6$ and $C_8$ taken at $N=1$.

Take reference values 150, 125 and 105 $E_{\mathrm h}\,$bohr$^6$ for the coordination pairs $(0,0)$, $(0,1)$ and $(1,1)$, with $(1,0)$ equal to $(0,1)$. When $N_A=N_B=N$, each atom gives its reference at one the normalized weight $w=1/(1+e^{k_3(1-2N)})$, and
\begin{align}
C_6&=150(1-w)^2+250\,w(1-w)+105\,w^2\nonumber\\
&=150-50w+5w^2 .
\label{eq:w}
\end{align}
With $k_3=4$ and $N=1$ this gives $C_6=105.7\,E_{\mathrm h}\,$bohr$^6$. The contact energy scales with $C_6$ and becomes $-1.43$ m$E_{\mathrm h}$, or $-3.7$ kJ/mol.

At infinite separation $N$ tends to $N_\infty=1/(1+e^{k_1})$, which is $1.1\times10^{-7}$ for $k_1=16$. Even at $N=0$ the Gaussian weight of the other reference does not vanish, since $w=1/(1+e^4)$. The coefficient reached is $149.1\,E_{\mathrm h}\,$bohr$^6$, which is 0.6 percent below the free-atom reference. Damping preserves the coefficient it is given and cannot remove this interpolation error.

The small $N_\infty$ has a formal consequence. Expanding $N$ in $1/R$ gives
\begin{equation}
N(R)=N_\infty+N_\infty(1-N_\infty)\frac{k_1k_2S}{R}+O(R^{-2}),
\end{equation}
so that $C_6(R)=C_6(\infty)+c_7/R+O(R^{-2})$, with
\begin{equation}
c_7=\left.\frac{dC_6}{dN}\right|_{N_\infty}
N_\infty(1-N_\infty)\,k_1k_2S .
\end{equation}
Unless $N$ is cut off at some distance, the energy contains a term $-s_6c_7/R^7$. For $k_2=4/3$ and $S=4$ bohr, $c_7=-6.8\times10^{-5}\,E_{\mathrm h}\,$bohr$^7$. This term matches the $C_8$ term in size only near $6\times10^7$ bohr. It changes neither the leading power nor its coefficient.

For two molecules of fixed shape, each distance between an atom of one and an atom of the other is the separation $R$ of the molecules plus a bounded amount. Every such pair then contributes $-s_6C_6^{AB}/R^6$ to leading order, and the coefficients add. This sum is the whole long-range interaction only if the coordination numbers stop depending on $R$, as they do when $N$ is cut off. Without a cutoff, the distant molecule shifts each coordination number by a constant plus a term of order $1/R$, and the pair energies inside each molecule follow. For two diatomics of the model atoms with a bond of 4 bohr, placed side by side, this gives a repulsive term of about $3\times10^{-9}\,E_{\mathrm h}\,$bohr$/R$, and the shift of the intramolecular energy overtakes the $R^{-6}$ attraction between 150 and 300 bohr. The summed coefficient is also independent of orientation, whereas the true leading coefficient of two anisotropic molecules is not, so the claim of a correct asymptote is made here for isotropic atoms only. A finite sum of finite pair energies is also finite.

\subsection{What each derivation assumes}

For the coefficient, the first derivation assumes weak coupling and isotropic atoms, but it allows any excitation spectrum. The second treats the dipole coupling without perturbation theory as long as the modes are stable, but it requires harmonic atoms. They agree where both apply, and only the first justifies Eq.~\eqref{eq:cp} for a real atom. Both assume separated charge clouds and instantaneous interaction, so neither determines the energy at contact.

For the damped energy, the first derivation needs only positive coefficients and $f>0$. Its bounds hold at every distance, including $R=f$, and its finiteness argument carries over to a varying $C_6$ that is merely bounded. The second needs constant coefficients and a separate series on each side of $R=f$. In return it shows at which power damping enters. With a varying $C_6$ the series must be amended: by terms smaller than any power near contact, and by the $R^{-7}$ term and further inverse powers far away.

Both derivations fail at contact if $f=0$. Both give a wrong asymptote if $s_6C_6$, together with any tail of the functional itself, does not add up to the true coefficient. The finite limit is secured by the form of the damping, whereas the correctness of the long-range limit also depends on what is put into it.

\section*{Numbers as computed}
\begin{verbatim}
Polarizability of each atom: 20.0 bohr^3
Oscillator frequency (hbar = 1): 0.50 Eh
Q of each atom: 12.0 bohr^2
s6 = 1.00, s8 = 0.80, a1 = 0.40 (no unit)
a2 = 4.60 bohr
C6 from Casimir-Polder integral: 150.0000 Eh bohr^6
C8: 5400.00 Eh bohr^8
R0: 6.0000 bohr
Damping radius f: 7.0000 bohr
Unequal oscillators, C6 integral: 83.076923 Eh bohr^6
Unequal oscillators, C6 diagonalized: 83.076923 Eh bohr^6
E(0), C6 part: -1.2750 mEh
E(0), C8 part: -0.7494 mEh
E(0), total: -2.0244 mEh = -5.315 kJ/mol
Undamped small-R power of R: -8.00000
R/bohr, damped E/mEh, undamped E/mEh, damped/(-C6/R^6):
   1.0  -2.02434e+00  -4.47000e+06   0.000013
   2.0  -2.02363e+00  -1.92188e+04   0.000863
   4.0  -1.97304e+00  -1.02539e+02   0.053877
   7.0  -1.01218e+00  -2.02435e+00   0.793878
  10.0  -1.75056e-01  -1.93200e-01   1.167038
  20.0  -2.50816e-03  -2.51250e-03   1.070149
  50.0  -9.71052e-06  -9.71059e-06   1.011512
 100.0  -1.50432e-07  -1.50432e-07   1.002880
Damped/exact oscillator energy at 10000 bohr: 1.00000029
Leading term good to 1 percent beyond: 53.65 bohr
Same distance from the bound: 53.67 bohr
Coordination-dependent example:
Reference C6 for N = (0,0), (0,1), (1,1): 150, 125, 105 Eh bohr^6
k1 = 16, k2 = 1.3333, k3 = 4 (no unit)
Sum of covalent radii S: 4 bohr
C6 at zero separation: 105.7211 Eh bohr^6
E(0): -1.4268 mEh = -3.746 kJ/mol
N at infinite separation: 1.1254e-07 (no unit)
C6 at infinite separation: 149.1023 Eh bohr^6
Shift from free-atom reference: -0.598 percent
c7: -6.7602e-05 Eh bohr^7
R^-7 and R^-8 terms equal in size at: 6.352e+07 bohr
\end{verbatim}
